# Collective Rabi splitting from a carbonyl band's integrated absorption: a numerical check

```python
"""
Result under test: the resonant collective Rabi splitting of a filled cavity is
    splitting = (1/pi) * sqrt(ln(10) * C * A / n_b)      [cm^-1]
A   : decadic integrated molar absorption, L mol^-1 cm^-2
C   : concentration, mol/L
n_b : background refractive index, constant and real
The splitting scales as sqrt(C) and is the same for every resonant length.
Dielectric function: n_b^2 + S/(nu0^2 - nu^2 - i*gamma*nu), nu in cm^-1.
Molecular Hamiltonian: Hartree atomic units, mass-weighted coordinates.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Round model parameters
band_centre = 1700.0        # cm^-1
band_area = 1.0e4           # L mol^-1 cm^-2
concentration = 10.0        # mol/L
low_concentration = 2.5     # mol/L
index_b = 1.4
linewidth = 20.0            # cm^-1, full width of the molecular band
reflectivity = 0.95         # intensity reflectivity of each mirror

# Unit conversions
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
light_speed_au = 1.0 / const.fine_structure
wavenumber_to_au = 100.0 * const.h * const.c / hartree
wavenumber_to_mev = 100.0 * const.h * const.c / const.e * 1e3
half_wave_cm = 1.0 / (2.0 * index_b * band_centre)


def predicted_splitting(conc):
    return np.sqrt(np.log(10) * conc * band_area / index_b) / np.pi


def band_strength(conc):
    return np.log(10) * conc * band_area * index_b / np.pi**2


def complex_index(nu, conc, gamma):
    eps = index_b**2 + band_strength(conc) / (
        band_centre**2 - nu**2 - 1j * gamma * nu)
    return np.sqrt(eps)


# 1. Integrated absorption from the true extinction coefficient
def absorption(nu, conc):
    return 4 * np.pi * nu * complex_index(nu, conc, linewidth).imag


def integrated_absorption(conc):
    near = quad(absorption, 0, 2 * band_centre, args=(conc,),
                points=[band_centre - 100, band_centre, band_centre + 100],
                limit=400)[0]
    far = quad(absorption, 2 * band_centre, np.inf, args=(conc,), limit=400)[0]
    return near + far


areas = {}
for conc in (low_concentration, concentration):
    areas[conc] = integrated_absorption(conc)
    expected_area = np.log(10) * conc * band_area
    assert abs(areas[conc] / expected_area - 1) < 1e-5
window_area = quad(absorption, band_centre - 100, band_centre + 100,
                   args=(concentration,), points=[band_centre], limit=400)[0]
window_fraction = window_area / areas[concentration]
assert 0.85 < window_fraction < 0.99


# 2. Lossless cavity: roots of the Maxwell standing-wave condition
def cavity_roots(conc, relative_length):
    def phase_mismatch(nu):
        eps = index_b**2 + band_strength(conc) / (band_centre**2 - nu**2)
        index = np.sqrt(max(eps, 0.0))
        return 2 * index * nu * relative_length * half_wave_cm - 1
    gap_top = np.sqrt(band_centre**2 + band_strength(conc) / index_b**2)
    lower = brentq(phase_mismatch, 0.5 * band_centre,
                   band_centre * (1 - 1e-9), xtol=1e-10)
    upper = brentq(phase_mismatch, gap_top, 1.5 * band_centre, xtol=1e-10)
    return lower, upper


splitting = predicted_splitting(concentration)
lower_root, upper_root = cavity_roots(concentration, 1.0)
assert abs((upper_root - lower_root) / splitting - 1) < 1e-6
mean_formula = np.sqrt(band_centre**2 + splitting**2 / 4)
assert abs(upper_root - mean_formula - splitting / 2) < 1e-5
assert abs(lower_root - mean_formula + splitting / 2) < 1e-5

short_length = 0.95
detuning = band_centre / short_length - band_centre
detuned_lower, detuned_upper = cavity_roots(concentration, short_length)
detuned_splitting = detuned_upper - detuned_lower
assert abs(detuned_splitting / np.hypot(detuning, splitting) - 1) < 1e-6

# 3. Explicit molecules: cavity Born-Oppenheimer potential, diagonalized
density_au = concentration * 1000 * const.N_A * bohr**3
strength_au = band_strength(concentration) * wavenumber_to_au**2
dipole_slope = np.sqrt(3 * strength_au / (4 * np.pi * density_au))
half_wave_au = half_wave_cm * 0.01 / bohr


def molecular_cavity(conc, order):
    density = conc * 1000 * const.N_A * bohr**3
    layers, angles = 10 * order, 15
    area = 150 / (density * half_wave_au)      # same area for every order
    length = order * half_wave_au
    z = (np.arange(layers) + 0.5) * length / layers
    cosines = (np.arange(angles) + 0.5) / angles
    wavevector = order * np.pi / length
    coupling = np.sqrt(8 * np.pi / (index_b**2 * area * length))
    pulls = coupling * dipole_slope * np.outer(
        np.sin(wavevector * z), cosines).ravel()
    cavity_frequency = light_speed_au * wavevector / index_b
    vector = np.concatenate(([cavity_frequency], -pulls))
    matter_square = (band_centre * wavenumber_to_au)**2
    hessian = np.outer(vector, vector)
    hessian[1:, 1:] += matter_square * np.eye(pulls.size)
    frequencies = np.sqrt(np.linalg.eigvalsh(hessian)) / wavenumber_to_au
    dark = int(np.sum(np.abs(frequencies - band_centre) < 1e-4))
    return pulls.size, dark, frequencies[-1] - frequencies[0]


# Tolerance: 15 orientations represent the isotropic average to about 0.1 %
molecular_results = {}
for order in (1, 2, 4):
    result = molecular_cavity(concentration, order)
    molecular_results[order] = result
    assert result[1] == result[0] - 1
    assert abs(result[2] / splitting - 1) < 2e-3
dilute_molecular = molecular_cavity(low_concentration, 1)[2]
concentration_exponent = (np.log(molecular_results[1][2] / dilute_molecular)
                          / np.log(concentration / low_concentration))
assert abs(concentration_exponent - 0.5) < 1e-3


# 4. Film of one half-wave in a cavity of two half-waves (exact two layers)
def film_condition(nu):
    index = complex_index(nu, concentration, 0.0).real
    film_phase = 2 * np.pi * index * nu * half_wave_cm
    spacer_phase = 2 * np.pi * index_b * nu * half_wave_cm
    return (index_b * np.sin(film_phase) * np.cos(spacer_phase)
            + index * np.cos(film_phase) * np.sin(spacer_phase))


film_lower = brentq(film_condition, band_centre - 90, band_centre - 15)
film_upper = brentq(film_condition, band_centre + 15, band_centre + 90)
film_splitting = film_upper - film_lower
# Tolerance: neighbouring cavity modes give small corrections
assert abs(film_splitting / (splitting / np.sqrt(2)) - 1) < 0.01


# 5. Transmission peaks with molecular damping and leaky mirrors
def transmission_splitting(conc, order):
    nu = np.arange(band_centre - 200, band_centre + 200, 0.02)
    phase = (2 * np.pi * complex_index(nu, conc, linewidth)
             * nu * order * half_wave_cm)
    amplitude = ((1 - reflectivity) * np.exp(1j * phase)
                 / (1 - reflectivity * np.exp(2j * phase)))
    transmitted = np.abs(amplitude)**2
    below, above = nu < band_centre, nu > band_centre
    return (nu[above][np.argmax(transmitted[above])]
            - nu[below][np.argmax(transmitted[below])])


# Tolerance: peak shifts are of order (linewidth/splitting)^2
lossy = {order: transmission_splitting(concentration, order)
         for order in (1, 2, 4)}
for value in lossy.values():
    assert abs(value / splitting - 1) < 0.03
dilute_splitting = predicted_splitting(low_concentration)
dilute_lossy = transmission_splitting(low_concentration, 1)
dilute_error = abs(dilute_lossy / dilute_splitting - 1)
assert abs(lossy[1] / splitting - 1) < dilute_error < 0.10

# Worked example
print(f"band centre: {band_centre:.0f} cm^-1")
print(f"integrated molar absorption A: {band_area:.0f} L mol^-1 cm^-2")
print(f"concentration C: {concentration:.1f} mol/L")
print(f"background index: {index_b:.2f}")
print(f"molecular linewidth: {linewidth:.0f} cm^-1")
print(f"mirror reflectivity: {reflectivity:.2f}")
print(f"ln10*C*A: {np.log(10) * concentration * band_area:.1f} cm^-2")
print(f"absorption integral by quadrature: {areas[concentration]:.1f} cm^-2")
print(f"fraction within 100 cm^-1 of centre: {window_fraction:.4f}")
print(f"band strength S: {band_strength(concentration):.1f} cm^-2")
print(f"predicted splitting: {splitting:.2f} cm^-1")
print(f"predicted splitting: {splitting * wavenumber_to_mev:.2f} meV")
print(f"splitting / band centre: {splitting / band_centre:.4f}")
print(f"lower polariton, Maxwell root: {lower_root:.2f} cm^-1")
print(f"upper polariton, Maxwell root: {upper_root:.2f} cm^-1")
print(f"Maxwell root splitting: {upper_root - lower_root:.2f} cm^-1")
print(f"detuning at 0.95 of resonant length: {detuning:.2f} cm^-1")
print(f"splitting at that length: {detuned_splitting:.2f} cm^-1")
print(f"effective dipole slope Z: {dipole_slope:.5f} e/sqrt(m_e)")
for order in (1, 2, 4):
    count, dark, value = molecular_results[order]
    print(f"order {order}: length {order * half_wave_cm * 1e4:.3f} micrometre")
    print(f"  explicit molecules {count}, dark modes {dark}")
    print(f"  splitting by diagonalization: {value:.2f} cm^-1")
    print(f"  lossy transmission splitting: {lossy[order]:.2f} cm^-1")
real_count = concentration * 1000 * const.N_A * half_wave_cm * 0.01 * 1e-12
print(f"molecules per square micrometre, order 1: {real_count:.3e}")
print(f"splitting/sqrt(that number): {splitting / real_count**0.5:.3e} cm^-1")
print(f"low concentration: {low_concentration:.1f} mol/L")
print(f"  predicted splitting: {dilute_splitting:.2f} cm^-1")
print(f"  splitting by diagonalization: {dilute_molecular:.2f} cm^-1")
print(f"  lossy transmission splitting: {dilute_lossy:.2f} cm^-1")
print(f"concentration exponent, molecules: {concentration_exponent:.4f}")
print(f"half-filled order-2 cavity splitting: {film_splitting:.2f} cm^-1")
print(f"predicted splitting/sqrt(2): {splitting / np.sqrt(2):.2f} cm^-1")
print("finished without a failed check")
```

Printed output:

```
band centre: 1700 cm^-1
integrated molar absorption A: 10000 L mol^-1 cm^-2
concentration C: 10.0 mol/L
background index: 1.40
molecular linewidth: 20 cm^-1
mirror reflectivity: 0.95
ln10*C*A: 230258.5 cm^-2
absorption integral by quadrature: 230258.5 cm^-2
fraction within 100 cm^-1 of centre: 0.9364
band strength S: 32662.1 cm^-2
predicted splitting: 129.09 cm^-1
predicted splitting: 16.01 meV
splitting / band centre: 0.0759
lower polariton, Maxwell root: 1636.68 cm^-1
upper polariton, Maxwell root: 1765.77 cm^-1
Maxwell root splitting: 129.09 cm^-1
detuning at 0.95 of resonant length: 89.47 cm^-1
splitting at that length: 157.07 cm^-1
effective dipole slope Z: 0.01347 e/sqrt(m_e)
order 1: length 2.101 micrometre
  explicit molecules 150, dark modes 149
  splitting by diagonalization: 129.02 cm^-1
  lossy transmission splitting: 131.12 cm^-1
order 2: length 4.202 micrometre
  explicit molecules 300, dark modes 299
  splitting by diagonalization: 129.02 cm^-1
  lossy transmission splitting: 130.12 cm^-1
order 4: length 8.403 micrometre
  explicit molecules 600, dark modes 599
  splitting by diagonalization: 129.02 cm^-1
  lossy transmission splitting: 129.62 cm^-1
molecules per square micrometre, order 1: 1.265e+10
splitting/sqrt(that number): 1.148e-03 cm^-1
low concentration: 2.5 mol/L
  predicted splitting: 64.55 cm^-1
  splitting by diagonalization: 64.51 cm^-1
  lossy transmission splitting: 68.06 cm^-1
concentration exponent, molecules: 0.5000
half-filled order-2 cavity splitting: 91.32 cm^-1
predicted splitting/sqrt(2): 91.28 cm^-1
finished without a failed check
```
